# Is the exchange-correlation kernel of linear response a unique function?: verification in Python

```python
"""
Result under test: for a fixed number of electrons the exchange-correlation
kernel f is not unique. Adding g(r) + h(r') leaves the response chi unchanged,
because the Kohn-Sham response chi_s and chi annihilate constants; and no
other change of f leaves chi unchanged (below the first poles).

Model: two electrons (singlet) on a short chain, Rydberg atomic units
(hbar = 1, 2m = 1, e^2 = 2), time in hbar/Ry.
  w      interaction matrix (Ry)        chi    interacting response (1/Ry)
  chi_s  Kohn-Sham response (1/Ry)      f      exchange-correlation kernel (Ry)
  K      Hartree + exchange-correlation kernel, w + f (Ry)
Dyson equation: chi = chi_s + chi_s K chi.
"""
import numpy as np
from types import SimpleNamespace
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.special import expit

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
HOP = 1.0


def hopping(m):
    return -HOP * (np.eye(m, k=1) + np.eye(m, k=-1))


def interaction(m):
    x = np.arange(m)
    return 2.0 / np.sqrt((x[:, None] - x[None, :])**2 + 1.0)


def solve_system(v):
    """Exact two-electron states and the exact Kohn-Sham system."""
    m = len(v)
    one = np.eye(m)
    h = hopping(m) + np.diag(v)
    ham = np.kron(h, one) + np.kron(one, h) + np.diag(interaction(m).ravel())
    energy, states = np.linalg.eigh(ham)
    psi0 = states[:, 0].reshape(m, m)
    n = (psi0**2).sum(0) + (psi0**2).sum(1)
    q, om = [], []
    for k in range(1, m * m):
        prod = states[:, k].reshape(m, m) * psi0
        trans = prod.sum(0) + prod.sum(1)
        if np.linalg.norm(trans) > 1e-9:      # triplets do not respond
            q.append(trans)
            om.append(energy[k] - energy[0])
    phi = np.sqrt(n / 2)
    vs = -(hopping(m) @ phi) / phi            # occupied level placed at zero
    hs = hopping(m) + np.diag(vs)
    e, orb = np.linalg.eigh(hs)
    assert abs(e[0]) < 1e-10 and np.allclose(2 * orb[:, 0]**2, n, atol=1e-10)
    qs = np.sqrt(2) * (orb[:, 1:] * orb[:, :1]).T
    return SimpleNamespace(n=n, ham=ham, e0=energy[0], psi0=states[:, 0],
                           q=np.array(q), om=np.array(om), phi=phi, vs=vs,
                           hs=hs, qs=qs, oms=e[1:] - e[0])


def response(q, om, z):
    return (q.T * (2 * om / (z**2 - om**2))) @ q


def pinv(a):
    return np.linalg.pinv(a, rcond=1e-11)


def dyson(chi_s, kernel):
    return np.linalg.solve(np.eye(len(chi_s)) - chi_s @ kernel, chi_s)


def exact_kernel(s, freq):
    """Pseudo-inverse representative of K."""
    return pinv(response(s.qs, s.oms, freq)) - pinv(response(s.q, s.om, freq))


def casida(s, kernel):
    """Squared excitation energies of the Kohn-Sham system with kernel K."""
    u = s.qs.T * np.sqrt(2 * s.oms)
    return np.linalg.eigvalsh(np.diag(s.oms**2) + u.T @ kernel @ u)


def show(label, matrix, unit):
    for i, row in enumerate(matrix):
        print(f"{label} row {i} [{unit}]:", " ".join(f"{x:9.5f}" for x in row))


def vec(x):
    return " ".join(f"{a:.5f}" for a in x)


M = 3
v_ext = np.array([-0.5, 0.0, 1.0])
w = interaction(M)
freq = 0.5
g = np.array([0.5, -1.0, 2.0])
h_other = np.array([1.5, 0.3, -0.7])
ones = np.ones(M)
proj = np.eye(M) - np.ones((M, M)) / M
s = solve_system(v_ext)
assert freq < min(s.om.min(), s.oms.min())
chi = response(s.q, s.om, freq)
chi_s = response(s.qs, s.oms, freq)

# Constants, and only constants, are annihilated
sv, sv_s = (np.linalg.svd(a, compute_uv=False) for a in (chi, chi_s))
for a, values in ((chi, sv), (chi_s, sv_s)):
    assert np.abs(a @ ones).max() < 1e-11
    assert values[-1] < 1e-11 and values[-2] > 1e-3

# Three representatives of the same kernel
f_pinv = exact_kernel(s, freq) - proj @ w @ proj
f_shift = f_pinv + g[:, None] + g[None, :]
a01, a02, a12 = f_pinv[0, 1], f_pinv[0, 2], f_pinv[1, 2]
g_loc = -0.5 * np.array([a01 + a02 - a12, a01 + a12 - a02, a02 + a12 - a01])
f_local = f_pinv + g_loc[:, None] + g_loc[None, :]
assert np.abs(f_local - np.diag(np.diag(f_local))).max() < 1e-11
f_diag = np.diag(np.diag(f_local))
f_unsym = f_pinv + g[:, None] + h_other[None, :]
errors = [np.abs(dyson(chi_s, w + f) - chi).max()
          for f in (f_pinv, f_shift, f_diag, f_unsym)]
assert max(errors) < 1e-9
dets = [np.linalg.det(np.eye(M) - chi_s @ (w + f)) for f in (f_pinv, f_shift)]
assert abs(dets[0] - dets[1]) < 1e-9 and abs(dets[0]) > 1e-3
f_bad = f_pinv + np.diag([0.5, 0.0, 0.0])
bad_change = np.abs(dyson(chi_s, w + f_bad) - chi).max()
assert bad_change > 1e-3

# No other freedom: null space of D -> chi_s D chi
nullity = M * M - np.linalg.matrix_rank(np.kron(chi_s, chi.T), tol=1e-9)
assert nullity == 2 * M - 1


def stiffness(f):
    return np.array([f[i, i] + f[j, j] - 2 * f[i, j]
                     for i, j in ((0, 1), (0, 2), (1, 2))])


assert np.allclose(stiffness(f_pinv), stiffness(f_shift), atol=1e-10)
assert np.allclose(stiffness(f_pinv), stiffness(f_diag), atol=1e-10)
assert np.abs(stiffness(f_pinv) - stiffness(f_bad)).max() > 0.1

# Static kernel against finite differences of the exact potential
k_static = exact_kernel(s, 0.0)
k_static_g = k_static + g[:, None] + g[None, :]
site0 = np.eye(M)[0]
step = 1e-4
up, dn = solve_system(v_ext + step * site0), solve_system(v_ext - step * site0)
dv_hxc = (up.vs - dn.vs) / (2 * step) - site0
dn_static = (up.n - dn.n) / (2 * step)
uniform_rest = dv_hxc - k_static @ dn_static
assert np.ptp(uniform_rest) < 1e-5

# Real-time propagation with drive lam * exp(eta t) * cos(freq t) on site 0
eta, t_start = 0.25, -60.0
z = freq + 1j * eta


def run(rhs, y0):
    sol = solve_ivp(rhs, (t_start, 0.0), y0.astype(complex), method="DOP853",
                    rtol=1e-11, atol=1e-13)
    assert sol.success
    return sol.y[:, -1]


def drive(t, lam):
    return lam * np.exp(eta * t) * np.cos(freq * t) * site0


def run_ks(kernel, lam):
    """Final orbital, density change and integral of g . delta n."""
    def rhs(t, y):
        phi = y[:M]
        change = 2 * np.abs(phi)**2 - s.n
        pot = kernel @ change + drive(t, lam)
        return np.append(-1j * (s.hs @ phi + pot * phi), g @ change)
    y = run(rhs, np.append(s.phi, 0.0))
    return y[:M], 2 * np.abs(y[:M])**2 - s.n, y[M].real


def run_exact(lam):
    h0 = s.ham - s.e0 * np.eye(M * M)

    def rhs(t, y):
        d = drive(t, lam)
        return -1j * (h0 @ y + (d[:, None] + d[None, :]).ravel() * y)
    p = np.abs(run(rhs, s.psi0).reshape(M, M))**2
    return p.sum(0) + p.sum(1) - s.n


weak = 1e-3
exact_rt = (run_exact(weak) - run_exact(-weak)) / (2 * weak)
exact_lr = response(s.q, s.om, z).real[:, 0]
assert np.abs(exact_rt - exact_lr).max() < 1e-5
ks_rt = (run_ks(k_static, weak)[1] - run_ks(k_static, -weak)[1]) / (2 * weak)
ks_lr = dyson(response(s.qs, s.oms, z), k_static).real[:, 0]
assert np.abs(ks_rt - ks_lr).max() < 1e-5

strong = 0.3
orb_a, dens_a, theta = run_ks(k_static, strong)
orb_b, dens_b, _ = run_ks(k_static_g, strong)
phase = np.angle(np.vdot(orb_a, orb_b))
strong_diff = np.abs(dens_a - dens_b).max()
assert strong_diff < 1e-7 and np.abs(dens_a).max() > 1e-2
assert abs(np.exp(1j * phase) - np.exp(-1j * theta)) < 1e-7
assert abs(phase) > 1e-3

# Excitation energies
cas_a, cas_b = casida(s, k_static), casida(s, k_static_g)
assert np.allclose(cas_a, cas_b, atol=1e-9) and cas_a[0] > 0
om1 = s.om.min()
k_near = exact_kernel(s, om1 - 1e-6)
for kernel in (k_near, k_near + g[:, None] + g[None, :]):
    assert np.abs(casida(s, kernel) - om1**2).min() < 1e-4

# Four sites: a site-diagonal representative is impossible
s4 = solve_system(np.array([-0.5, 0.0, 0.5, 1.0]))
assert freq < min(s4.om.min(), s4.oms.min())
f4 = exact_kernel(s4, freq) - interaction(4)
cross4 = f4[0, 2] - f4[0, 3] - f4[1, 2] + f4[1, 3]
assert abs(cross4) > 1e-3

# Fixed chemical potential and finite temperature: the freedom is lost
kt, mu = 0.3, 0.5 * s.oms[0]


def density_gc(v, chem):
    e, orb = np.linalg.eigh(hopping(M) + np.diag(v))
    return 2 * (orb**2) @ expit(-(e - chem) / kt)


chi_gc = np.array([(density_gc(s.vs + step * u, mu)
                    - density_gc(s.vs - step * u, mu)) / (2 * step)
                   for u in np.eye(M)]).T
dn_dmu = (density_gc(s.vs, mu + step) - density_gc(s.vs, mu - step)) / (2*step)
assert np.abs(chi_gc @ ones + dn_dmu).max() < 1e-6
gc_change = np.abs(dyson(chi_gc, k_static) - dyson(chi_gc, k_static_g)).max()
assert np.abs(chi_gc @ ones).max() > 1e-3 and gc_change > 1e-3

print(f"hopping [Ry]: {HOP:.1f}; site spacing [bohr]: 1; sites: {M}")
print("external site potential [Ry]:", vec(v_ext))
print("interaction at distance 0,1,2 bohr [Ry]:", vec(w[0]))
print(f"frequency [Ry]: {freq:.2f}")
print("ground-state site occupations:", vec(s.n))
print("Kohn-Sham potential, occupied level at 0 [Ry]:", vec(s.vs))
show("chi_s", chi_s, "1/Ry")
show("chi", chi, "1/Ry")
print("singular values of chi_s [1/Ry]:", " ".join(f"{x:.3e}" for x in sv_s))
print("singular values of chi [1/Ry]:", " ".join(f"{x:.3e}" for x in sv))
show("f pseudo-inverse", f_pinv, "Ry")
print("chosen g [Ry]:", vec(g))
show("f shifted by g", f_shift, "Ry")
print("g that makes f site-diagonal [Ry]:", vec(g_loc))
print("diagonal of site-diagonal f [Ry]:", vec(np.diag(f_diag)))
print("chosen h for unsymmetric shift g(r)+h(r') [Ry]:", vec(h_other))
print("max error of chi: pinv, shifted, diagonal, unsymmetric [1/Ry]:",
      " ".join(f"{x:.1e}" for x in errors))
print(f"det(1 - chi_s K), pinv and shifted: {dets[0]:.6f} {dets[1]:.6f}")
print(f"forbidden change (+0.5 Ry on f_00): max change of chi [1/Ry]: "
      f"{bad_change:.5f}")
print("invariants d_01 d_02 d_12 of f [Ry]:", vec(stiffness(f_pinv)))
print("dimension of the freedom, 3 sites:", nullity)
print("static d(v_Hxc)/d(v_0) minus K dn/d(v_0), per site:", vec(uniform_rest))
print(f"ramp rate eta [Ry]: {eta:.2f}; start time [hbar/Ry]: {t_start:.0f}")
print("exact response to site 0, real time [1/Ry]:", vec(exact_rt))
print("exact response to site 0, formula [1/Ry]:", vec(exact_lr))
print("static-kernel response, real time [1/Ry]:", vec(ks_rt))
print("static-kernel response, Dyson [1/Ry]:", vec(ks_lr))
print(f"strong drive amplitude [Ry]: {strong:.2f}")
print("density change at t=0, strong drive:", vec(dens_a))
print(f"density difference between the two kernels: {strong_diff:.1e}")
print(f"orbital phase difference [rad]: {phase:.6f}; "
      f"minus integral of g.dn: {-theta:.6f}")
print(f"first excitation, Kohn-Sham [Ry]: {s.oms[0]:.5f}")
print(f"first excitation, static kernel, pinv and shifted [Ry]: "
      f"{np.sqrt(cas_a[0]):.5f} {np.sqrt(cas_b[0]):.5f}")
print(f"first singlet excitation, exact: {om1:.5f} Ry = {om1*RY_EV:.4f} eV")
print(f"4 sites: f_02 - f_03 - f_12 + f_13 [Ry]: {cross4:.5f}")
print(f"fixed mu: kT [Ry]: {kt:.2f}; mu [Ry]: {mu:.5f}")
print("fixed mu: row sums of chi_s [1/Ry]:", vec(chi_gc @ ones))
print(f"fixed mu: max change of chi caused by g [1/Ry]: {gc_change:.5f}")
print("no test failed")
```

Running it gives:

```
hopping [Ry]: 1.0; site spacing [bohr]: 1; sites: 3
external site potential [Ry]: -0.50000 0.00000 1.00000
interaction at distance 0,1,2 bohr [Ry]: 2.00000 1.41421 0.89443
frequency [Ry]: 0.50
ground-state site occupations: 0.92400 0.86533 0.21067
Kohn-Sham potential, occupied level at 0 [Ry]: 0.96773 1.52676 2.02669
chi_s row 0 [1/Ry]:  -0.66541   0.44087   0.22454
chi_s row 1 [1/Ry]:   0.44087  -0.42127  -0.01960
chi_s row 2 [1/Ry]:   0.22454  -0.01960  -0.20494
chi row 0 [1/Ry]:  -0.43913   0.29960   0.13953
chi row 1 [1/Ry]:   0.29960  -0.33016   0.03056
chi row 2 [1/Ry]:   0.13953   0.03056  -0.17009
singular values of chi_s [1/Ry]: 1.045e+00 2.468e-01 4.236e-18
singular values of chi [1/Ry]: 7.041e-01 2.353e-01 4.743e-17
f pseudo-inverse row 0 [Ry]:  -0.25087   0.01582   0.23505
f pseudo-inverse row 1 [Ry]:   0.01582  -0.19340   0.17758
f pseudo-inverse row 2 [Ry]:   0.23505   0.17758  -0.41263
chosen g [Ry]: 0.50000 -1.00000 2.00000
f shifted by g row 0 [Ry]:   0.74913  -0.48418   2.73505
f shifted by g row 1 [Ry]:  -0.48418  -2.19340   1.17758
f shifted by g row 2 [Ry]:   2.73505   1.17758   3.58737
g that makes f site-diagonal [Ry]: -0.03664 0.02083 -0.19841
diagonal of site-diagonal f [Ry]: -0.32415 -0.15174 -0.80944
chosen h for unsymmetric shift g(r)+h(r') [Ry]: 1.50000 0.30000 -0.70000
max error of chi: pinv, shifted, diagonal, unsymmetric [1/Ry]: 7.8e-16 6.7e-16 8.3e-16 6.7e-16
det(1 - chi_s K), pinv and shifted: 1.556483 1.556483
forbidden change (+0.5 Ry on f_00): max change of chi [1/Ry]: 0.07906
invariants d_01 d_02 d_12 of f [Ry]: -0.47589 -1.13359 -0.96119
dimension of the freedom, 3 sites: 5
static d(v_Hxc)/d(v_0) minus K dn/d(v_0), per site: -0.40995 -0.40995 -0.40995
ramp rate eta [Ry]: 0.25; start time [hbar/Ry]: -60
exact response to site 0, real time [1/Ry]: -0.42851 0.29414 0.13437
exact response to site 0, formula [1/Ry]: -0.42851 0.29414 0.13437
static-kernel response, real time [1/Ry]: -0.42829 0.29398 0.13430
static-kernel response, Dyson [1/Ry]: -0.42829 0.29398 0.13430
strong drive amplitude [Ry]: 0.30
density change at t=0, strong drive: -0.12669 0.08541 0.04129
density difference between the two kernels: 8.2e-13
orbital phase difference [rad]: 0.049532; minus integral of g.dn: 0.049532
first excitation, Kohn-Sham [Ry]: 1.50084
first excitation, static kernel, pinv and shifted [Ry]: 1.79292 1.79292
first singlet excitation, exact: 1.78291 Ry = 24.2577 eV
4 sites: f_02 - f_03 - f_12 + f_13 [Ry]: 0.07741
fixed mu: kT [Ry]: 0.30; mu [Ry]: 0.75042
fixed mu: row sums of chi_s [1/Ry]: -0.41793 -0.26088 -0.25824
fixed mu: max change of chi caused by g [1/Ry]: 1.61754
no test failed
```
